The Slab-Truncated Coulomb Kernel and Its Long-Wavelength Limit

**1. What dimensions and symmetry fix**

Consider a GW calculation for a single layer placed in a cell that repeats along the layer normal z. To stop the layer from interacting with its periodic copies, the Coulomb interaction is cut off at half the cell length L:

v_c(r) = 1/|r| for |z| < L/2, and v_c(r) = 0 otherwise. (1)

Hartree atomic units are used throughout. Write r = (ρ, z), with ρ the in-plane position. Let **q** be the in-plane wavevector, q > 0 its length, and k the wavevector along z. The kernel is the Fourier transform

v(q,k) = ∫ d³r v_c(r) exp(−i**q**·ρ − ikz). (2)

In the notation q_par, q_z, the present q is q_par, k is q_z, and the squared total wavevector is q² + k².

Rotation about z leaves (1) unchanged, so v depends on **q** through its length alone. Reflection z → −z makes v even in k. Combined with a rotation by π about z it gives inversion r → −r, which makes v real. The integral of 1/r over a volume has the dimension of length squared, and L is the one length in (1). Hence

v(q,k) = L² F(qL, kL), (3)

with F a dimensionless function.

The long-wavelength form follows for k = 0 up to a number. When qL ≪ 1, the in-plane wavelength far exceeds the cutoff. The z integral then contributes its length L, and the in-plane integral of 1/ρ against a plane wave has the dimension of length, for which 1/q is the available scale. Therefore v(q,0) → C L/q. A bulk kernel would give 1/q² instead. The calculation must supply F and the constant C, which turns out to be 2π.

**2. The in-plane transform of 1/r**

At fixed z ≠ 0 the required integral is

J(q,z) = ∫ d²ρ exp(−i**q**·ρ)/√(ρ² + z²). (4)

The integrand falls off as 1/ρ while the area element grows as ρ, so the integral does not converge absolutely. It is defined by inserting exp(−ε²ρ²) and letting ε → 0. Call the damped integral J_ε.

The Gaussian integral ∫₀^∞ exp(−r²s²) ds = √π/(2r) gives

1/r = (2/√π) ∫₀^∞ ds exp(−r²s²). (5)

With damping the double integral converges absolutely, so the order of integration may be exchanged. Put x = s² + ε². The planar Gaussian integral is

∫ d²ρ exp(−i**q**·ρ − xρ²) = (π/x) exp(−q²/(4x)), (6)

and therefore

J_ε = 2√π ∫₀^∞ ds exp(−z²s²) (1/x) exp(−q²/(4x)). (7)

The limit may be taken inside this integral. The factor (1/x) exp(−q²/(4x)) has its maximum at x = q²/4, where it equals 4/(e q²), with e the base of natural logarithms. It is also smaller than 1/x ≤ 1/s². The lesser of these two bounds is integrable over s and does not depend on ε, so dominated convergence applies. The same bound holds for every z, because exp(−z²s²) ≤ 1. The limit can therefore also be taken inside the later integral over a finite range of z.

Setting ε = 0 and substituting t = 1/s, for which ds/s² becomes dt after the limits are reversed, gives

J(q,z) = 2√π ∫₀^∞ dt exp(−q²t²/4 − z²/t²). (8)

This is an integral of the type

I(a,b) = ∫₀^∞ dt exp(−a²t² − b²/t²), a, b > 0. (9)

Completing the square, a²t² + b²/t² = (at − b/t)² + 2ab, so

I = exp(−2ab) K, K = ∫₀^∞ dt exp[−(at − b/t)²]. (10)

Substitute t = b/(au) in K. Then at − b/t = b/u − au, whose square has the same form as before, and dt = −b du/(au²). The minus sign reverses the limits, so

K = ∫₀^∞ du [b/(au²)] exp[−(au − b/u)²]. (11)

Rename u as t and add the two expressions for K:

2K = (1/a) ∫₀^∞ dt (a + b/t²) exp[−(at − b/t)²]. (12)

The factor (a + b/t²) dt is the differential of w = at − b/t, which runs from −∞ to ∞. The integral is then ∫ dw exp(−w²) = √π, so K = √π/(2a) and

I(a,b) = √π exp(−2ab)/(2a). (13)

With a = q/2 and b = |z|, I = √π exp(−q|z|)/q. Equation (8) becomes

J(q,z) = (2π/q) exp(−q|z|). (14)

A charged sheet of density exp(i**q**·ρ) has the potential J(q,z) exp(i**q**·ρ) at height z, so (14) is the amplitude of that potential. The contributions of positive and negative regions cancel more completely as the height grows, and the amplitude falls by a factor e over each distance 1/q. For q = 0.3 bohr⁻¹ and z = 2 bohr, direct integration of (4) with the damping extrapolated to zero gives 11.4943 hartree bohr², in agreement with (14).

**3. The integral over a finite height**

Let the cutoff be |z| < R, with R and k arbitrary for now. The odd part of exp(−ikz) integrates to zero, so

v_R(q,k) = (2π/q) ∫_{−R}^{R} dz exp(−q|z| − ikz)
= (4π/q) ∫₀^R dz exp(−qz) cos(kz). (15)

Write cos(kz) as the real part of exp(ikz) and integrate the exponential:

∫₀^R dz exp(−qz) cos(kz) = Re { [1 − exp(−qR) exp(ikR)]/(q − ik) }. (16)

Multiply numerator and denominator by q + ik. The denominator becomes q² + k², and the real part of the numerator is

Re { (q + ik)[1 − exp(−qR)(cos kR + i sin kR)] }
= q − exp(−qR)(q cos kR − k sin kR). (17)

The sine term arises from (ik)(i sin kR) = −k sin kR. Inserting (17) into (15) and dividing by q yields

v_R(q,k) = [4π/(q² + k²)] {1 − exp(−qR)[cos kR − (k/q) sin kR]}. (18)

For fixed q > 0 and R → ∞ the exponential vanishes and the bare kernel 4π/(q² + k²) returns.

**4. The cutoff L/2 on the reciprocal lattice**

In a cell of length L the wavevectors along z are k = 2πn/L with n an integer. With R = L/2,

kR = πn, sin kR = 0, cos kR = (−1)ⁿ. (19)

The sine term in (18) vanishes, leaving

v(q,k) = 4π [1 − exp(−qL/2) cos(kL/2)]/(q² + k²), k = 2πn/L. (20)

This is the slab-truncated kernel, and it has the form (3). For an in-plane periodic layer with in-plane reciprocal vectors **G**, q is replaced by the length of **q** + **G**.

Equation (20) needs both conditions used in (19). Take L = 40 bohr, q = 0.01 bohr⁻¹ and k = π/L = 0.07854 bohr⁻¹, which lies halfway between two lattice values. Here cos(kL/2) = 0 and sin(kL/2) = 1. The prefactor 4π/(q² + k²) is 2004.7 hartree bohr³, and (20) would return this number unchanged. The sine term in (18) adds exp(−0.2) × 7.854 = 6.430 to the bracket, so the correct value is 2004.7 × 7.430 = 14895 hartree bohr³. Numerical quadrature of (15) gives the same result. The factor k/q makes the omission severe at small q.

**5. Small in-plane wavevector**

*The element k = 0.* Set x = qL/2. Equation (20) becomes

v(q,0) = (4π/q²)(1 − e^(−x)) = (2πL/q) (1 − e^(−x))/x. (21)

Expanding 1 − e^(−x) = x − x²/2 + x³/6 − x⁴/24 + … and multiplying each term by 4π/q² gives

v(q,0) = 2πL/q − πL²/2 + πL³q/12 − πL⁴q²/96 + … (22)

The leading term is the stated limit,

v(q,0) → 2πL/q for qL ≪ 1, (23)

so C = 2π. The power of q has changed from the bulk value because the numerator of (20) vanishes linearly in q and cancels one factor of 1/q.

The accuracy of (23) follows from the identity (1 − e^(−x))/x = ∫₀¹ ds exp(−xs). Since 1 − xs ≤ exp(−xs) ≤ 1 in the integrand, with equality for x > 0 only at s = 0,

1 − qL/4 < v(q,0)/(2πL/q) < 1. (24)

The limit therefore overestimates the kernel, by less than a fraction qL/4 of the limiting value. For L = 40 bohr and q = 0.01 bohr⁻¹, x = 0.2 and

v = (4π/0.0001)(1 − e^(−0.2)) = 125664 × 0.18127 = 22779 hartree bohr³,

while 2πL/q = 25133 hartree bohr³. Quadrature at three wavevectors gives these ratios of kernel to limit:

q = 0.1 bohr⁻¹: 0.432
q = 0.01 bohr⁻¹: 0.906
q = 0.001 bohr⁻¹: 0.990

At the first of these qL = 4, and the limiting form is not usable. At the last, subtracting the first three terms of (22) from the quadrature value leaves −0.0834 hartree bohr³, against −0.0838 from the fourth term. The next term is x/5 = 0.004 times the fourth in magnitude and opposite in sign, which accounts for the difference.

The factor L in (23) belongs to the normalization of the cell. For in-plane area A, a plane-wave matrix element of the interaction carries 1/(AL), so

v(q,0)/(AL) → 2π/(qA). (25)

The cell length has dropped out, and what remains is the interaction of charges in a plane, equation (14) at z = 0.

The kernel still diverges at q = 0, but the divergence is integrable over the two-dimensional Brillouin zone. Over a disk of radius q₀ with q₀L ≪ 1,

∫ d²q (2πL/q) = 2π ∫₀^{q₀} q dq (2πL/q) = 4π²L q₀. (26)

Division by the disk area πq₀² gives the average 4πL/q₀. In the bare-exchange part of the self-energy, such an average can replace the infinite value at the mesh point q = 0, with πq₀² equal to the reciprocal area per mesh point. The leading form (23) gives the disk average when q₀L ≪ 1; on a coarser mesh that average requires the full expression (21). Replacing the mesh cell by a disk is itself an approximation. For a fixed cell shape, its relative error in the average tends to a constant as the mesh is refined. For a square mesh of spacing h the disk average of 1/q is 2√π/h and the cell average is 4 ln(1 + √2)/h, a difference of 0.55%. The error in the contribution to the zone integral still vanishes, in proportion to q₀, because the average grows only as 1/q₀ while the cell area shrinks as q₀². The disk shape is not the main residual error. Near q = 0 the point values of 1/q at the other mesh points also differ from their cell averages, and their sum leaves an error of the same order in q₀, about twenty times larger on a square mesh. Replacing the q = 0 value alone therefore gives convergence that is only linear in the mesh spacing.

*The elements k ≠ 0.* These do not follow (23). For odd n, cos(kL/2) = −1, and for even n it is +1. Expanding (20) at fixed k gives

n odd: v(q,k) → 8π/k², (27)
n even, n ≠ 0: v(q,k) → 2πLq/k² → 0. (28)

The origin of the alternation is visible in (14). At small q the planar interaction is 2π/q − 2π|z| + …. The constant 2π/q, which produces the divergence at k = 0, integrates to zero against cos(kz) over a full cell when n ≠ 0. The linear part gives

−4π ∫₀^{L/2} dz z cos(kz) = −4π [cos(kL/2) − 1]/k² = 4π[1 − (−1)ⁿ]/k², (29)

where the boundary term proportional to sin(kL/2) has vanished. This is (27) for odd n and zero for even n.

For L = 40 bohr and q = 0.001 bohr⁻¹, the n = 1 element is 1008.5 hartree bohr³ against the limit 1018.6. The n = 2 element is 2.521 hartree bohr³ against the leading term 2.546. Both lie about 1% below their leading forms. This is the relative correction qL/4 = 0.01, which comes from the next term in the expansion of exp(−qL/2).

**6. Why the cutoff is half the cell**

Consider a density exp(i**q**·ρ) f(z), where f is real, integrates to one and vanishes outside an interval of length d < L. By (14), its interaction with itself per unit area, without the factor ½ of an electrostatic energy, is

W = ∫dz ∫dz′ f(z) f(z′) w(z − z′), w(u) = (2π/q) exp(−q|u|). (30)

A plane-wave code evaluates instead

W_c = (1/L) Σ_k |f(k)|² v(q,k), f(k) = ∫dz f(z) exp(−ikz). (31)

To compare them, take w(u) on |u| ≤ L/2 and repeat it with period L. Call the result w_c(u). Its Fourier coefficients are the integrals (15) with R = L/2, so

w_c(u) = (1/L) Σ_k v(q,k) exp(iku). (32)

The function w_c is continuous and the coefficients fall off as 1/k², so the series converges to w_c at every u. Inserting it shows that W_c is the double integral (30) with w replaced by w_c. For |u| ≤ L/2 the two functions agree. For L/2 < |u| < L the repeated function has the value

w_c(u) = w(L − |u|), (33)

which is the interaction at the distance to the nearest periodic image.

If d ≤ L/2, no pair in the slab is separated by more than L/2, and W_c = W. Periodic copies do not contribute. A shorter cutoff would remove pairs inside a slab of thickness L/2, and a longer one would let such a slab reach its copies.

The same property carries over to the screened interaction W_s of GW, which obeys W_s = v_c + v_c P W_s with P the polarizability. If P vanishes unless both its arguments lie in a slab of thickness d ≤ L/2, then between points of that slab the equation involves v_c at separations of at most L/2 along z, where it equals the full Coulomb interaction. The truncation does not repair a P that is itself affected by the periodic cell, nor does it serve a pair density that spreads through the vacuum.

With the bare kernel, the coefficients 4π/(q² + k²) are integrals of w over the whole z axis. Cutting that axis into cells shows that they are the coefficients of the sum Σ_m w(u + mL) over all integers m. The terms m ≠ 0 are spurious interactions with the copies. For |u| < L they form two geometric series:

Σ_{m≠0} w(u + mL) = (2π/q) · 2 cosh(qu)/(exp(qL) − 1). (34)

For qL ≪ 1 this approaches 4π/(q²L). The copies thus restore the bulk 1/q² divergence that truncation removes.

**7. A slab in numbers**

Take round model parameters: L = 40 bohr, q = 0.05 bohr⁻¹ and the smooth profile f(z) = (2/d) cos²(πz/d) for |z| < d/2. For d = 16 bohr, below L/2 = 20 bohr, the results in hartree bohr² are

isolated slab, equation (30): 107.2616
truncated sum, equation (31): 107.2616
sum with the bare kernel: 147.4291
explicit sum over periodic copies: 40.1675

The first value equals 817.3 eV Å². The bare kernel exceeds it by 147.4291 − 107.2616 = 40.1675 hartree bohr², which is the separately computed interaction with the copies. Relative to the isolated slab the excess is 37%. The isolated value lies below the thin-sheet result 2π/q = 125.7 hartree bohr², because exp(−q|z − z′|) < 1 for charges at different heights.

For d = 32 bohr the condition d ≤ L/2 is violated. The isolated slab gives 92.7612 hartree bohr² and the truncated sum 92.8434, an error of 0.089% relative to the isolated value. Evaluating (30) with the nearest-image distance of (33) also gives 92.8434, which confirms the cause. The error is positive because f ≥ 0 and L − |u| < |u| for the affected pairs, so their repulsion is overestimated. Only pairs with |u| > L/2 contribute to it, each weighted by w(L − |u|) − w(u), which vanishes at |u| = L/2; its size is specific to this profile and wavevector.

The numerical check compares (20) with quadrature of the z integral (15), and the reciprocal sums built on (20) with real-space pair integrals. Both reference calculations rest on (14), which is tested from its definition at one point.

Computed results

```
Cell length L = 40.0 bohr, cutoff L/2 = 20.0 bohr
Planar transform at q = 0.3 bohr^-1, z = 2.0 bohr:
  from definition 11.494283 hartree bohr^2
  from formula    11.494284 hartree bohr^2
Kernel at k = 0 (hartree bohr^3):
  q = 0.100 bohr^-1: quadrature 1086.570, 2 pi L/q 2513.274, ratio 0.43233
  q = 0.010 bohr^-1: quadrature 22778.965, 2 pi L/q 25132.741, ratio 0.90635
  q = 0.001 bohr^-1: quadrature 248830.810, 2 pi L/q 251327.412, ratio 0.99007
At q = 0.001 bohr^-1, k = 0 (hartree bohr^3):
  first three series terms 248830.8933
  remainder -0.08344, fourth term -0.08378
Nonzero k at q = 0.001 bohr^-1 (hartree bohr^3):
  n = 1, k = 0.157080 bohr^-1: 1008.4660, limit 1018.5916
  n = 2, k = 0.314159 bohr^-1: 2.52116, leading term 2.54648
Off lattice, q = 0.01 bohr^-1, k = 0.078540 bohr^-1 (hartree bohr^3):
  quadrature 14895.400, with sine term 14895.400, without 2004.685
Slab d = 16.0 bohr, q = 0.05 bohr^-1 (hartree bohr^2):
  isolated, real-space pairs 107.261589
  truncated reciprocal sum   107.261589
  bare reciprocal sum        147.429118
  explicit sum over images   40.167530
  bare / isolated            1.37448 (no unit)
  isolated, converted        817.329 eV angstrom^2
Slab d = 32.0 bohr, q = 0.05 bohr^-1 (hartree bohr^2):
  isolated, real-space pairs 92.761205
  truncated reciprocal sum   92.843399
  pairs at nearest image     92.843399
  relative error of truncated sum 0.0886 percent
```
